\section*{Why the Monopole Image Term Cancels in Charged-Defect Migration Barriers}

\section{The result}

A charged defect in a periodic supercell interacts with its own images. The leading part of this interaction falls off only as $1/L$ with the cell edge $L$. In a migration barrier it drops out, because the minimum and the saddle carry the same charge and the images move along with the defect. For a cubic cell of volume $V=L^3$, held fixed, the leading error of the barrier is
\begin{equation}
\delta E_b=\frac{2\pi k}{3\varepsilon V}\,\Delta\!\left(qQ-p^2\right)
+\frac{A(P^{s})-A(P^{m})}{V},\qquad k=\frac{e^2}{4\pi\varepsilon_0}.
\label{eq:main}
\end{equation}
Here $\delta E_b$ is the supercell barrier minus the barrier of an isolated defect, and $\Delta$ means saddle minus minimum. The localized charge density $\rho$, in units of $e$, has total charge $q$, dipole $\mathbf p=\int\rho\,\mathbf r\,d^3r$ and second moment $Q=\int\rho\,r^2d^3r$. The elastic dipole tensor is $P$, with superscripts $s$ and $m$ for saddle and minimum, and $A$ is a quadratic function of $P$.

The model is a homogeneous, non-piezoelectric cubic host with linear dielectric and elastic response, in which strain does not shift the electrostatic potential. It relaxes fully around each configuration, so $\varepsilon$ is the static relative permittivity. Both configurations have the same cell, the same host and the same localized charge.

\section{The electrostatic error}

\subsection{What the images add to the potential}

Let $\psi(\mathbf r)$ be the potential, in units where a point charge gives $1/r$, of one unit charge per cell plus a uniform neutralizing background. Its average over the cell is set to zero. This choice does not affect a barrier: a constant added to $\psi$ would change the image energy below by an amount that depends only on $q$ and $\varepsilon$, the same in both states. Near the charge at the origin, write
\begin{equation}
\psi(\mathbf r)=\frac1r+\varphi(\mathbf r).
\end{equation}
The function $\varphi$ contains the images and the background. Poisson's equation reads
\begin{equation}
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big].
\end{equation}
The term $1/r$ accounts for the delta function at the origin, so near the origin only the background remains:
\begin{equation}
\nabla^2\varphi=\frac{4\pi}{V}.
\label{eq:lap}
\end{equation}

Three facts fix the expansion of $\varphi$. A lattice has inversion symmetry, so $\varphi$ is even and has no linear term. Cubic symmetry makes its matrix of second derivatives proportional to the identity; by Eq.~(\ref{eq:lap}) each diagonal element is $4\pi/(3V)$. Finally, $L$ is the only length in the problem, so $\varphi=L^{-1}F(\mathbf r/L)$, and a term of fourth order in $r$ carries $L^{-5}$. Hence
\begin{equation}
\varphi(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3V}
+O\!\left(\frac{r^4}{L^5}\right),
\label{eq:phi}
\end{equation}
where $\alpha=2.8373$ is the Madelung constant of the simple cubic lattice.

\subsection{From the potential to the energy}

The periodic energy is the self-interaction of $\rho-q/V$ through $\psi$. The terms containing $q/V$ vanish because $\psi$ averages to zero. The isolated defect has $1/r$ in place of $\psi$. The difference is the image energy,
\begin{equation}
E_{\rm im}=\frac{k}{2\varepsilon}\iint
\rho(\mathbf r)\rho(\mathbf r')\,\varphi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\label{eq:double}
\end{equation}
The constant in Eq.~(\ref{eq:phi}) contributes $-\alpha q^2/L$ to the double integral. For the quadratic term, expand the square:
\begin{align}
\iint\rho\rho'|\mathbf r-\mathbf r'|^2
&=\iint\rho\rho'\left(r^2+r'^2-2\mathbf r\cdot\mathbf r'\right)\nonumber\\
&=2qQ-2p^2 .
\end{align}
Therefore
\begin{equation}
E_{\rm im}=\frac{k}{\varepsilon}\left[-\frac{\alpha q^2}{2L}
+\frac{2\pi}{3V}(qQ-p^2)\right]+O(L^{-5}).
\label{eq:im}
\end{equation}

The reason for the cancellation is visible in Eq.~(\ref{eq:double}): $\varphi$ depends on the separation $\mathbf r-\mathbf r'$ alone. When the defect moves, every image moves by the same vector, and the uniform background looks the same from the new position. The constant $-\alpha/L$ is thus the same at every point of the path, and its prefactor $q^2/\varepsilon$ is common to both states. Subtracting Eq.~(\ref{eq:im}) for the two states leaves the first term of Eq.~(\ref{eq:main}).

The double integral contains only relative positions, so $qQ-p^2$ does not depend on the origin. It equals $q$ times the second moment about the charge centroid $\mathbf p/q$. The change of $Q$ about an arbitrary fixed origin is not sufficient.

\subsection{Screening that depends on wavelength}

A real host screens less well at short distances. Suppose that both states share the response
\begin{equation}
\frac1{\varepsilon(G)}=\frac1\varepsilon+
\left(1-\frac1\varepsilon\right)\frac{G^2}{G^2+\kappa^2}.
\end{equation}
In reciprocal space the periodic energy is
\begin{equation}
E_{\rm per}=\frac{2\pi k}{V}\sum_{\mathbf G\ne0}
\frac{|\rho_{\mathbf G}|^2}{G^2\varepsilon(G)} .
\end{equation}
The second part of $1/\varepsilon(G)$ adds the summand $2\pi k(1-1/\varepsilon)|\rho_{\mathbf G}|^2/(G^2+\kappa^2)$. This function is smooth at $\mathbf G=0$. By Poisson summation, its sum over all $\mathbf G$, divided by $V$, equals the isolated-defect integral up to terms that decay exponentially with $\kappa L$. The periodic sum lacks the $\mathbf G=0$ term, where $\rho_0=q$. Each state therefore shifts by
\begin{equation}
\delta E=-\frac{2\pi k q^2}{V\kappa^2}\left(1-\frac1\varepsilon\right).
\end{equation}
This is a $1/V$ error of each total energy, but it contains only $q$ and host constants, so it too cancels in the barrier. For $\kappa=20$~nm$^{-1}$, $L=1.26$~nm and the defect treated below, explicit summation gives a shift of $-0.0407$~eV for the minimum and less than $10^{-7}$~eV for the barrier.

If the short-range response itself differs between minimum and saddle, the difference does not cancel. It then acts as a further change of the effective second moment.

\subsection{Cells that are not cubic}

In a less symmetric cell, $\varphi=\varphi_0+\tfrac12H_{ab}r_ar_b+\dots$, summed over repeated indices, and Eq.~(\ref{eq:lap}) fixes only the trace, ${\rm tr}\,H=4\pi/V$. With $M_{ab}=qQ_{ab}-p_ap_b$ and $Q_{ab}=\int\rho\,r_ar_b\,d^3r$, the same expansion of the square gives
\begin{equation}
\delta E_b^{\rm el}=\frac{k}{2\varepsilon}H_{ab}\,\Delta M_{ab}.
\end{equation}
The constant $\varphi_0$ still cancels, but the $1/V$ error now depends on the jump direction. In a tetragonal cell of $1.2\times1.2\times1.8$~nm$^3$, a short vacancy jump of $0.06$~nm along the short axis has 1.62 times the error given by the cubic formula at equal volume. Along the long axis the factor is $-0.22$: even the sign changes. An extrapolation in $1/V$ should therefore use cells of one shape. Simple cubic and face-centred cubic supercells are a partial exception: both have $H$ proportional to the identity and share the electrostatic coefficient, but their elastic coefficients differ, $0.0089$ against $0.0132$~eV\,nm$^3$ for the defect treated below.

\section{The second moment of a vacancy jump}

Consider a vacancy of charge $q$ whose neighbouring ion, of charge $-q$, jumps into it over a distance $d$. Relative to the perfect crystal, the two end sites each lack an ion and carry $+q$. The moving ion carries $-q$. Put the vacancy initially at $0$, the ion initially at $d$, and let the ion be at $x=(1-t)d$, where $t$ runs from 0 to 1. The total charge is $q+q-q=q$ throughout. If all three charges have the same Gaussian width, the width contributes equally at every $t$. What remains is
\begin{align}
\Delta(qQ-p^2)&=q(qd^2-qx^2)-(qd-qx)^2\nonumber\\
&=q^2(d-x)\left[(d+x)-(d-x)\right]\nonumber\\
&=2q^2x(d-x)=2q^2d^2t(1-t).
\label{eq:path}
\end{align}
It vanishes at both ends, as it must, since these are equivalent vacancies. At the midpoint it is $q^2d^2/2$. The saddle is a vacancy split over two sites, and this spreading of charge costs extra energy in the periodic cell. With the origin at $0$, the term $qQ$ alone would have given $3q^2d^2/4$; the dipole removes the excess.

\section{The elastic error}

The defect also pushes on the host. For small strain its coupling energy is $-P_{ij}\epsilon_{ij}$ at the defect site. In a fixed periodic cell, expand the displacement as $\mathbf u(\mathbf r)=V^{-1}\sum_{\mathbf G}\mathbf u_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. With $\mathbf n=\mathbf G/G$ and the Christoffel matrix $N_{ik}=C_{ijkl}n_jn_l$, the energy is
\begin{equation}
E=\frac1V\sum_{\mathbf G\ne0}\left[\frac{G^2}{2}\,
\mathbf u_{\mathbf G}^{*}\!\cdot N\mathbf u_{\mathbf G}
-iG\,(P\mathbf n)\cdot\mathbf u_{\mathbf G}\right].
\end{equation}
The first term is the stored elastic energy and the second is the coupling. Completing the square for each pair $\pm\mathbf G$ gives the minimum
\begin{equation}
E_{\rm per}=-\frac1{2V}\sum_{\mathbf G\ne0}g(\mathbf n),\qquad
g(\mathbf n)=(P\mathbf n)\cdot N^{-1}(P\mathbf n).
\end{equation}
The factor $G^2$ from the two forces cancels the $G^2$ of the stiffness, so $g$ depends on direction alone.

For the isolated defect the sum becomes an integral. Both diverge at large $G$, where the point dipole is unrealistic, but the divergence is common. Write $\mathbf G=2\pi\mathbf m/L$ with integer vectors $\mathbf m$, and insert a smooth cutoff that is removed at the end. The difference is $A/V$ with
\begin{equation}
A(P)=\frac12\lim_{s\to0}\left[\int d^3m\;g\,e^{-s^2m^2}
-\sum_{\mathbf m\ne0}g\,e^{-s^2m^2}\right].
\label{eq:A}
\end{equation}
No $L$ is left in $A$, which proves the $1/V$ law for a point dipole in a continuum.

A simple case shows where the error comes from. For $P=p_0\mathbf 1$ in an elastically isotropic host, $N\mathbf n=C_{11}\mathbf n$ and $g=p_0^2/C_{11}$ is constant. Integral and full sum then agree in the limit, and only the missing term $\mathbf m=0$ survives: $A=p_0^2/(2C_{11})>0$. This sign is not general; it depends on both the dipole and the host. A pure $xy$ shear dipole in a cubic host with $C_{11}:C_{12}:C_{44}=4:1:1$ has $A<0$, whereas for the oxide stiffnesses used below $A$ is positive for every dipole.

Since $A$ is quadratic, with a symmetric bilinear form $B$ such that $A(P)=B(P,P)$,
\begin{equation}
A(P^s)-A(P^m)=B(P^s-P^m,\;P^s+P^m).
\end{equation}
The error needs a change of elastic dipole, but its size also depends on the mean dipole.

If the cell is instead relaxed to zero stress, a uniform strain $\eta$ adds $\tfrac12V\,\eta\!:\!C\!:\!\eta-P\!:\!\eta$. Its minimum is at $\eta=C^{-1}\!:\!P/V$ and equals
\begin{equation}
E_{\rm relax}=-\frac{1}{2V}\,P\!:\!C^{-1}\!:\!P .
\end{equation}
This is again a $1/V$ term, of opposite sign to $A$ in the isotropic case. In a relaxed cell the monopole energy also exerts a stress. It acts like an extra dipole proportional to $1/L$, equal in both states, so its cross term with $\Delta P$ is of order $L^{-4}$.

\section{An oxygen vacancy in a rock-salt oxide}

Take $q=2$, $\varepsilon=10$ and a lattice parameter of $0.42$~nm. The oxygen jump along $[110]$ has $d=0.297$~nm. Equation~(\ref{eq:path}) at the midpoint gives
\begin{equation}
\Delta(qQ-p^2)=\tfrac12(2)^2(0.297)^2=0.176\ {\rm nm}^2 .
\end{equation}
For the 64-site cell, $L=0.84$~nm and $V=0.593$~nm$^3$. The monopole energy of each state is
\begin{equation}
-\frac{1.440\times2.837\times4}{2\times10\times0.84}=-0.973\ {\rm eV},
\end{equation}
whereas the electrostatic barrier error from Eq.~(\ref{eq:main}) is
\begin{equation}
\frac{2\pi\times1.440\times0.1764}{3\times10\times0.593}=0.090\ {\rm eV}.
\end{equation}
Explicit summation over reciprocal vectors gives image energies of $-0.934$~eV at the minimum and $-0.852$~eV at the saddle. Their difference is $0.082$~eV, 9\% below the $1/V$ formula. The deficit comes from higher multipoles; between $L=1.26$ and $2.52$~nm it falls as $L^{-5.07}$, close to the predicted fifth power.

For the elastic part the stiffnesses are $C_{11},C_{12},C_{44}=300,100,150$~GPa. The dipole is chosen as $5$~eV, isotropic, at the minimum. At the saddle it is $4$, $12$ and $6$~eV along $[110]$, $[1\bar10]$ and $[001]$, the largest value lying across the jump, where the ion squeezes between two cations. Equation~(\ref{eq:A}) gives $A=0.0046$ and $0.0135$~eV\,nm$^3$, so the elastic error is $0.0089/0.593=0.015$~eV. The total barrier errors are:
\begin{center}
\begin{tabular}{cccc}
Sites & Electrostatic (eV) & Elastic (eV) & Total (eV)\\
64 & 0.082 & 0.015 & 0.097\\
216 & 0.026 & 0.004 & 0.030\\
512 & 0.011 & 0.002 & 0.013\\
1000 & 0.006 & 0.001 & 0.007
\end{tabular}
\end{center}
The supercell barrier is too high in each case. At 1500~K, with the prefactor held fixed, the factor $\exp(-\delta E_b/k_BT)$ lowers the jump rate to 0.47 of its isolated value in the 64-site cell and to 0.91 in the 512-site cell.

Two cells of equal shape allow the $1/V$ term to be removed:
\begin{equation}
E_b(\infty)\simeq\frac{V_2E_b(V_2)-V_1E_b(V_1)}{V_2-V_1}.
\end{equation}
Applied to the 64- and 216-site errors, this leaves $0.002$~eV. That figure assumes that the elastic term follows a pure $1/V$ law down to the smallest cell.

A discrete lattice shows how far that law can be trusted. In a simple cubic lattice with first- and second-neighbour spring stiffnesses 2 and 1, the saddle dipole was represented by forces on the nearest neighbours. A fit to cells of 10 to 28 spacings gives $A=8.141$ in model units, against $8.135$ from Eq.~(\ref{eq:A}). At 4 spacings, however, the image energy is 2.75 times the continuum value. The 64-site oxide cell is also four ion spacings wide. The factor 2.75 belongs to the saddle dipole alone and to these springs. For the difference between saddle and minimum, which is what enters the barrier, the same lattice gives a factor of about 4. These springs, however, have the anisotropy ratio $2C_{44}/(C_{11}-C_{12})=2/3$, whereas the oxide has $1.5$. Spring stiffnesses 1 and 3 reproduce the ratio $1.5$ and give a factor of only 1.5. Carried over as a rough scale, the two factors would raise the elastic error from $0.015$ to about $0.06$ or $0.02$~eV; neither spring lattice is a model of the oxide. The smallest cell can thus be a poor anchor for extrapolation, depending on the short-range forces of the host.

Relaxing the 64-site cell to zero stress changes the barrier by $-0.040$~eV and turns the elastic error from $+0.015$ into about $-0.02$~eV. In this continuum estimate the elastic part changes sign, but the total barrier error stays positive, at about $0.06$~eV.

\section{The real material, and where the cancellation fails}

The lattice parameter, permittivity and stiffnesses are rough values in the regime of magnesium oxide. The elastic dipoles are assumptions, not computed properties of that oxide; doubling both would quadruple the elastic error. Real ions also deform, so their charges are not rigid Gaussians. A charge distribution 10\% wider at the saddle than at the minimum, for a Gaussian width of $0.08$~nm, would add $0.008$~eV in the 64-site cell. In a hot crystal, a permittivity 20\% higher and stiffnesses 20\% lower would change the total $1/V$ error from $0.105$ to $0.094$~eV. These are modest corrections to the estimate. A short-range response that differs between the two states can matter more: with $\kappa=20$~nm$^{-1}$ at the minimum and a value 10\% lower at the saddle, the barrier error of the 64-site cell would shift by $-0.03$~eV. In the elastic part, the assumed dipoles and the discreteness of the lattice are larger uncertainties.

The model also leaves out a coupling between the two parts. In a real crystal, strain can shift the electrostatic potential at the defect. If the shift is $f\,{\rm tr}\,\epsilon$, the energy gains $qf\,{\rm tr}\,\epsilon$, which amounts to replacing $P$ by $P-qf\mathbf 1$ in both states. The extra dipole is the same at minimum and saddle, but its cross term with the change of $P$ remains and is again of order $1/V$. For $f=+3$ or $-3$~V, the elastic error of the fixed 64-site cell would be $0.006$ or $0.024$~eV instead of $0.015$~eV.

The cancellation itself rests on conditions that can fail outright. If one unit of charge leaves the defect for a delocalized band state at the saddle, $q^2$ falls from 4 to 1. Three quarters of the monopole energy then survives, an error of $0.73$~eV in the 64-site cell. The barrier in that case connects two different charge states, and each needs its own monopole correction. Separate corrections are also needed if the two states are computed in different cells.

Homogeneity matters as well. Near a surface or in a slab with vacuum, the potential no longer depends on $\mathbf r-\mathbf r'$ alone. A jump that changes the distance to the surface then changes the surroundings of the defect and its images, and the constant no longer cancels. For a jump parallel to the surface of a uniform slab it still does. For a localized charge moving through a uniform bulk host the argument holds, and the barrier error starts at $1/V$. The numerical output gives the values for each cell.

\section*{Computed values}
\begin{verbatim}
lattice parameter 0.42 nm, eps 10.0, charge 2.0 e
Gaussian width 0.08 nm, jump length 0.2970 nm
C11, C12, C44: 300.0 100.0 150.0 GPa
P minimum 5.0 eV (isotropic)
P saddle along [110],[1-10],[001]: 4.0 12.0 6.0 eV
k = e^2/(4 pi eps0): 1.43996 eV nm
Madelung constant alpha: 2.837297
change of q Q - p^2: 0.17640 e^2 nm^2
n=2: L 0.84 nm, 64 sites, monopole -0.9728 eV
  image energy minimum -0.9337, saddle -0.8521 eV
  barrier error: electric 0.0816 (1/V formula 0.0898) eV
  elastic 0.0151, total 0.0967 eV
n=3: L 1.26 nm, 216 sites, monopole -0.6485 eV
  image energy minimum -0.6369, saddle -0.6114 eV
  barrier error: electric 0.0256 (1/V formula 0.0266) eV
  elastic 0.0045, total 0.0300 eV
n=4: L 1.68 nm, 512 sites, monopole -0.4864 eV
  image energy minimum -0.4815, saddle -0.4705 eV
  barrier error: electric 0.0110 (1/V formula 0.0112) eV
  elastic 0.0019, total 0.0129 eV
n=5: L 2.10 nm, 1000 sites, monopole -0.3891 eV
  image energy minimum -0.3866, saddle -0.3809 eV
  barrier error: electric 0.0057 (1/V formula 0.0057) eV
  elastic 0.0010, total 0.0066 eV
1/V extrapolation from n=2,3 leaves 0.00200 eV
power of L in electric remainder: 5.066
off-centre t=0.25, n=6: sum 0.00247, formula 0.00249 eV
dispersive screening, kappa 20.0 1/nm, n=3:
  shift of minimum -0.04071, of barrier 4.5e-08 eV
tetragonal cell c/a 1.50, error over cubic value:
  jump along a 1.621, along c -0.219
elastic A: minimum 0.00460, saddle 0.01354 eV nm^3
spring lattice: fitted A 8.1409, continuum 8.1353 (model units)
cell relaxation changes n=2 barrier by -0.0396 eV
  elastic error at zero stress, n=2: -0.0245 eV
rate factor exp(-error/kT) at 1500 K: n=2 0.473, n=4 0.905
Neglected effects, n=2 unless stated:
  higher multipoles -0.0082 eV
  saddle charge 10% wider 0.0082 eV
  eps +20%, stiffness -20%: 1/V error 0.1048 -> 0.0937 eV
  discrete lattice, 4 spacings: elastic term times 2.754
  tunnelling at 10 THz: rate +0.43 %
  saddle losing one charge unit: 1/L error 0.7296 eV
\end{verbatim}
